\section*{Wick's theorem and the averaged Green's function in auxiliary-field Monte Carlo}

\section*{Question}

I am testing an auxiliary-field Monte Carlo code on the Hubbard dimer with one electron of each spin,
\begin{equation}
H=K+V,\quad K=-t\sum_\sigma\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right),\quad V=U\sum_{i=1}^{2} n_{i\uparrow}n_{i\downarrow},
\end{equation}
with $U=3t$. I project from a trial determinant $|T\rangle$ that has both electrons in the bonding orbital, using eight slices of $\Delta\tau=0.2/t$. To save work I average the Green's function $\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle$ over the sampled fields and apply Wick's theorem once, at the end: $\langle n_{i\uparrow}n_{i\downarrow}\rangle=\langle n_{i\uparrow}\rangle\langle n_{i\downarrow}\rangle$. With 100 fields per average I get about $-0.505\,t$, and more fields bring the result closer to $-0.5\,t$. Diagonalization gives $-1.0\,t$. The averaged Green's function itself is correct. What is wrong?

\section*{Answer}

Wick's theorem holds for each field configuration, but in general not for their average. The average describes a correlated state, and your last step discards its two-body cumulant. Here that removes all the energy gained by projecting from the trial determinant.

\subsection*{What holds for one field}

The auxiliary fields $s$ write the propagated state as a sum of determinants $|\phi_s\rangle$. Define
\begin{equation}
\langle O\rangle_s=\frac{\langle T|O|\phi_s\rangle}{\langle T|\phi_s\rangle},\qquad
p_s=\frac{\langle T|\phi_s\rangle}{\sum_{s'}\langle T|\phi_{s'}\rangle},\qquad
G_{ij}(s)=\langle c^\dagger_i c_j\rangle_s ,
\end{equation}
where $i,j$ label spin-orbitals and the overlaps and their sum are nonzero. The mixed estimator of $O$ is then $\overline{O}=\sum_s p_s\langle O\rangle_s$.

Let the columns of $\Phi$ and $T$ contain the occupied orbitals of the two determinants, and let $E_{ij}$ be the matrix whose single nonzero element is a one at $(i,j)$. The exponential of a one-body operator acts on a determinant by multiplying its orbital matrix, so
\begin{equation}
Z(x,y)=\langle T|e^{x c^\dagger_i c_j}e^{y c^\dagger_k c_l}|\phi_s\rangle=\det M,\qquad
M=T^\dagger e^{xE_{ij}}e^{yE_{kl}}\Phi .
\end{equation}
Set $P=\Phi(T^\dagger\Phi)^{-1}T^\dagger$. The first derivative of $\ln Z$ at $x=y=0$ gives $G_{ij}=\mathrm{tr}(E_{ij}P)=P_{ji}$. For the mixed derivative, use $\partial_x\ln\det M=\mathrm{tr}(M^{-1}\partial_xM)$ and $\partial_yM^{-1}=-M^{-1}(\partial_yM)M^{-1}$:
\begin{align}
\partial_x\partial_y\ln Z\big|_0
&=\mathrm{tr}(E_{ij}E_{kl}P)-\mathrm{tr}(E_{kl}PE_{ij}P)\nonumber\\
&=\delta_{jk}P_{li}-P_{li}P_{jk}
=\delta_{jk}G_{il}-G_{il}G_{kj}.
\end{align}
By the definition of $Z$, the same derivative is $\langle c^\dagger_i c_jc^\dagger_k c_l\rangle_s-G_{ij}G_{kl}$. The anticommutator gives $c^\dagger_i c_jc^\dagger_k c_l=\delta_{jk}c^\dagger_i c_l+c^\dagger_i c^\dagger_k c_l c_j$, so the $\delta_{jk}$ terms cancel and
\begin{equation}
\langle c^\dagger_i c^\dagger_k c_l c_j\rangle_s=G_{ij}(s)G_{kl}(s)-G_{il}(s)G_{kj}(s).
\label{wick}
\end{equation}
The derivation needs a single determinant on each side. For a grand-canonical thermal trace (a trace at fixed particle number does not obey Wick's theorem even in one field), $\det M$ is replaced by $\det(1+e^{xE_{ij}}e^{yE_{kl}}B)$, where $B$ is the one-particle propagator in the field. With $P=B(1+B)^{-1}$ the same lines follow.

\subsection*{What averaging adds}

Let $\mathrm{Cov}(A,B)=\overline{AB}-\overline A\,\overline B$, without complex conjugation. Averaging (\ref{wick}) gives
\begin{align}
\overline{c^\dagger_i c^\dagger_k c_l c_j}
&=\overline{G_{ij}G_{kl}}-\overline{G_{il}G_{kj}}\nonumber\\
&=\overline G_{ij}\overline G_{kl}-\overline G_{il}\overline G_{kj}+\lambda_{ijkl},\\
\lambda_{ijkl}&=\mathrm{Cov}(G_{ij},G_{kl})-\mathrm{Cov}(G_{il},G_{kj}).
\label{cumulant}
\end{align}
The quantity $\lambda$ is the two-body cumulant. One-body averages are linear in $G$ and need no correction, which is why your $\overline G$ is the correct mixed estimator of the Green's function.

In your calculation $G$ has no elements between opposite spins, so the exchange covariance is absent from the double occupancy. With $k_{12}=k_{21}=-t$ and $k_{11}=k_{22}=0$, the local energy is
\begin{equation}
E_L(s)=\sum_{ij\sigma}k_{ij}G_{ij,\sigma}(s)+U\sum_i n_{i\uparrow}(s)n_{i\downarrow}(s),
\end{equation}
where $n_{i\sigma}(s)=G_{ii,\sigma}(s)$. The correct energy is $E_{\rm mix}=\overline{E_L}$. Yours is $E_{\rm fact}$, the same expression evaluated with $\overline G$, and
\begin{equation}
E_{\rm mix}-E_{\rm fact}=U\sum_i\mathrm{Cov}(n_{i\uparrow},n_{i\downarrow}).
\label{gap}
\end{equation}

\subsection*{One slice by hand}

I take the symmetric step $e^{-\Delta\tau K/2}e^{-\Delta\tau V}e^{-\Delta\tau K/2}$ and a field coupled to the spin on each site:
\begin{equation}
e^{-\Delta\tau Un_\uparrow n_\downarrow}
=e^{-\Delta\tau U(n_\uparrow+n_\downarrow)/2}\,\frac12\sum_{s=\pm1}e^{\gamma s(n_\uparrow-n_\downarrow)},\qquad
\cosh\gamma=e^{\Delta\tau U/2}.
\end{equation}
Both sides equal $1$ for an empty or singly occupied site and $e^{-\Delta\tau U}$ for a doubly occupied one. At fixed electron number the first exponential is a common constant and drops out of averages.

Let $b=(1,1)/\sqrt2$ and $a=(1,-1)/\sqrt2$ be the bonding and antibonding orbitals. A half-step of hopping multiplies $b$ by $e^{t\Delta\tau/2}$ and $a$ by $e^{-t\Delta\tau/2}$. For fields $(s_1,s_2)=(+,-)$, the field factor turns the spin-up orbital $b$ into $(e^\gamma,e^{-\gamma})/\sqrt2=\cosh\gamma\,b+\sinh\gamma\,a$. After both half-steps,
\begin{equation}
\phi_\uparrow=e^{t\Delta\tau}\cosh\gamma\,b+\sinh\gamma\,a .
\end{equation}
Since $G_{ij}=b_i\phi_j/(b\cdot\phi)=\phi_j/(\phi_1+\phi_2)$,
\begin{equation}
n_{1\uparrow}=\frac{\phi_1}{\phi_1+\phi_2}
=\frac12\left(1+e^{-t\Delta\tau}\tanh\gamma\right)=0.774973 .
\end{equation}
Spin down sees $-\gamma$, so $n_{1\downarrow}=0.225027$. The product of the two overlaps is proportional to $\cosh^2\gamma=e^{\Delta\tau U}$ for $(+,-)$ and $(-,+)$. For equal fields the factors $e^{\pm\gamma}$ of the two spins cancel, leaving $1$ and all densities at $1/2$. Thus
\begin{equation}
p_{+-}=p_{-+}=\frac{e^{\Delta\tau U}}{2+2e^{\Delta\tau U}}=0.322828,\qquad p_{++}=p_{--}=0.177172 .
\end{equation}

The kinetic part of $E_L$ is $-t(\phi_1+\phi_2)/(\phi_1+\phi_2)=-t$ per spin. In units of $t$, the unequal fields therefore have
\begin{equation}
E_L=-2+3\times2\times0.774973\times0.225027=-0.95366,
\end{equation}
and the equal fields have $E_L=-2+3\times2\times\frac14=-0.5$. The two estimators give
\begin{align}
E_{\rm mix}&=2(0.322828)(-0.95366)+2(0.177172)(-0.5)=-0.79291,\\
E_{\rm fact}&=-2+3\left(\tfrac14+\tfrac14\right)=-0.5 .
\end{align}
In the unequal fields, an excess of spin up on a site comes with a deficit of spin down. Averaging the densities first restores $1/2$ everywhere and erases this anticorrelation.

\subsection*{Why your answer tends to $-0.5\,t$}

The same happens for any number of slices. The spin-down field factors satisfy
\begin{equation}
\mathrm{diag}(e^{-\gamma s_1},e^{-\gamma s_2})
=e^{-\gamma(s_1+s_2)}\,\mathrm{diag}(e^{\gamma s_2},e^{\gamma s_1}),
\end{equation}
which is the spin-up matrix with the sites exchanged, times a number. Hopping and $b$ are unchanged by this exchange, so $n_{1\downarrow}=n_{2\uparrow}=1-n_{1\uparrow}$ in every field. Reversing all fields interchanges the spins and preserves the weight, hence $\overline{n}_{1\uparrow}=\overline{n}_{1\downarrow}=1/2$. It follows that $\mathrm{Cov}(n_{i\uparrow},n_{i\downarrow})=-\mathrm{Var}(n_{1\uparrow})$ on both sites, and
\begin{equation}
E_{\rm fact}=-2t+\frac U2,\qquad
E_{\rm mix}=-2t+\frac U2-2U\,\mathrm{Var}(n_{1\uparrow}).
\end{equation}
The factorised result is the trial energy, however long you project. The elements of the hopping matrix $e^{-\Delta\tau K/2}$ and the diagonal elements of the field factors are positive, so all weights are positive and this variance is an ordinary one.

For your eight slices, the sum over all 65536 fields gives a variance of $0.079625$, so $E_{\rm mix}=-0.5-6\times0.079625=-0.97775$ in units of $t$. Propagation in Fock space without auxiliary fields gives the same value.

The dependence on sample size also follows. For $B$ independent fields drawn from $p_s$, the product of the two sample means contains $B$ terms from the same field and $B(B-1)$ from different fields:
\begin{equation}
\frac{B\,\overline{n_{i\uparrow}n_{i\downarrow}}+B(B-1)\,\overline n_{i\uparrow}\overline n_{i\downarrow}}{B^2}
=\overline n_{i\uparrow}\overline n_{i\downarrow}+\frac{\mathrm{Cov}(n_{i\uparrow},n_{i\downarrow})}{B}.
\end{equation}
The expected energy is therefore $E_{\rm fact}+(E_{\rm mix}-E_{\rm fact})/B$. For $B=100$ this is $-0.50478\,t$; sampling gave $-0.50470(11)\,t$. At $B=1$ the estimator is the local energy and has the right mean. Larger samples remove the useful covariance along with the noise. For correlated fields from a Markov chain the terms from different fields no longer factorise; positive autocorrelation acts like a smaller $B$, and the result lies further below $-0.5\,t$.

\subsection*{The cumulant as electron correlation}

Exchange of the sites forbids single excitations from $T$, so the projected state is $\Psi\propto T+cD$, where $D$ has both electrons in $a$. Since $\langle b|n_1|a\rangle=1/2$ for each spin, the mixed double occupancy is $1/4+c/4$, and the covariance is $c/4$. In the basis $(T,D)$ the Hamiltonian has diagonal elements $\mp2t+U/2$ and off-diagonal element $U/2$. Its lower eigenvalue and the corresponding amplitude are
\begin{equation}
E_0=\frac{U-R}{2},\qquad c=\frac{E_0+2t-U/2}{U/2}=\frac{4t-R}{U},\qquad R=\sqrt{U^2+16t^2}.
\end{equation}
For $U=3t$, $R=5t$, $c=-1/3$ and $E_0=-t$. Your eight-slice energy, found above from the field sum, should be near $-0.978\,t$, not $-t$. Exact projection over the same time $1.6/t$ damps the excited state by $e^{-1.6R/t}=e^{-8}$ and gives $-0.9998\,t$. Most of this remaining difference is time-step error: at projection time $8/t$, steps of $0.2$, $0.1$ and $0.05$ (in $1/t$) give $-0.9779$, $-0.9944$ and $-0.9986\,t$.

The cumulant does not depend on how the interaction is decoupled, because (\ref{cumulant}) is a two-body average minus products of one-body averages of the same propagated state. A field coupled to the charge makes the individual densities complex, yet it gives the same covariance, $-0.079625$. Only the difference of the two covariances in (\ref{cumulant}) is fixed in general. A field coupled to the $x$ component of the spin mixes the spins, leaves all densities at $1/2$, and puts the whole cumulant into the exchange covariance. Equation (\ref{gap}) and the form of $E_L$ above therefore hold only for fields that do not mix the spins.

\subsection*{Limits of the dimer result}

That $E_{\rm fact}$ equals the trial energy is due to the site-exchange symmetry of both $H$ and the trial orbital of each spin; breaking either one is in general enough to remove the equality. In a numerical test with site energies $\pm0.4\,t$, trial orbitals $(\cos0.6,\sin0.6)$ for spin up and $(\cos0.5,\sin0.5)$ for spin down, and five slices, the trial, factorised and correct mixed energies were $0.381$, $-0.541$ and $-0.988\,t$. Equation (\ref{gap}) still held. An energy below that of the trial is therefore no proof that the averaging is right.

Using the density matrix of the true ground state does not help either. From $dE_0/dU=\sum_i\langle n_{i\uparrow}n_{i\downarrow}\rangle$, its double occupancy per site is $\frac14(1-U/R)=0.1$. Replacing this by $1/4$ raises the energy by $2U\cdot U/(4R)=U^2/(2R)=0.9\,t$, to $-0.1\,t$. The mixed double occupancy in the ground state is different, $1/4+c/4=0.1667$: the mixed estimator is exact for the energy because $H\Psi=E_0\Psi$, but double occupancy does not commute with $H$.

For parallel spins both covariances in (\ref{cumulant}) matter. In an unsymmetric thermal dimer (grand-canonical trace, site energies $-t$ and $-0.4\,t$ measured from the chemical potential, $U=3t$, four slices of $0.25/t$) at inverse temperature $1/t$, the cumulant of $\langle n_{1\uparrow}n_{2\uparrow}\rangle$ was $-0.014689-(-0.003535)=-0.011154$.

\subsection*{What to change in the code}

Evaluate $E_L(s)$ for each field before averaging. If the fields are drawn from $p_s$, take the plain mean of $E_L(s)$, because the sampling already accounts for the weight. For other two-body averages, written in the order $c^\dagger_i c^\dagger_k c_l c_j$, accumulate $G_{ij}G_{kl}-G_{il}G_{kj}$ field by field. This needs a single-determinant trial. For a sum of determinants, apply (\ref{wick}) to each trial determinant separately, for $E_L$ as well, and weight the terms by coefficient times overlap. Keep $\overline G$ for one-body quantities. These averages are mixed estimators and in general differ from ground-state values when the operator does not commute with $H$: here $\overline G_{12}=1/2$ per spin at any projection length, whereas the ground state has $0.4$. If $U=0$, then $\gamma=0$, all fields give the same $G$, and the two procedures agree; a test of the code at $U=0$ cannot reveal this error. The numerical check compares the field sums with Fock-space results.

\section*{Computed results}
\begin{verbatim}
Hopping t: 1.0 t
Repulsion U: 3.0 t
Time step: 0.20 1/t
Slices in main example: 8
Trial energy: -0.500000 t
Spin-field coupling gamma: 0.813844
One slice: s1 s2, probability, n1up, n1down, E_L/t
+1 +1 0.177172 0.500000 0.500000 -0.500000
-1 +1 0.322828 0.225027 0.774973 -0.953661
+1 -1 0.322828 0.774973 0.225027 -0.953661
-1 -1 0.177172 0.500000 0.500000 -0.500000
One-slice average local energy: -0.792909 t
One-slice density covariance: -0.048818
Number of enumerated fields: 65536
Mean density per site and spin: 0.500000
Mixed double occupancy per site: 0.170375
Factorised double occupancy: 0.250000
Density covariance per site: -0.079625
Double-excitation amplitude c: -0.318502
Average local energy: -0.977753 t
Fock-space mixed energy: -0.977753 t
Energy from averaged G: -0.500000 t
Cumulant energy: -0.477753 t
Charge-field covariance per site: -0.079625
Independent field draws: 400000
Batch size, sampled E/t, standard error/t, predicted E/t
1 -0.97771 0.00047 -0.97775
2 -0.73932 0.00058 -0.73888
10 -0.54798 0.00033 -0.54778
100 -0.50470 0.00011 -0.50478
Exact dimer ground energy: -1.000000 t
Ground-state amplitude c: -0.333333
Ground mixed double occupancy: 0.166667
Ground pure double occupancy: 0.100000
Pure bond density matrix element: 0.400000
Pure factorised energy: -0.100000 t
Projection time for step test: 8.0 1/t
Mixed energy at step 0.20/t: -0.977917 t
Mixed energy at step 0.10/t: -0.994370 t
Mixed energy at step 0.05/t: -0.998586 t
Unsymmetric trial energy: 0.381228 t
Unsymmetric factorised energy: -0.540699 t
Unsymmetric mixed energy: -0.988124 t
Thermal inverse temperature: 1.00 1/t
Thermal same-spin pair average: 0.132825
Thermal factorised pair average: 0.143979
Thermal direct covariance: -0.014689
Thermal exchange covariance: -0.003535
Thermal same-spin cumulant: -0.011154
\end{verbatim}
